# Coburn–Winters Etch-Rate Ratio for a Trench Floor: Derivation and Limits: verification in Python

```python
"""
Result under test: radicals enter a trench with inert, diffusely reflecting walls.
The ratio of mean floor flux to open-surface flux is K/(K + S - K*S), where
K = probability of passing between opening and floor before returning, and
S = reaction probability per impact on the floor.
It is exact for uniform re-emission from the floor and an upper bound otherwise.
With equal S on floor and open surface it is also the etch-rate ratio.
Fluxes are computed from exact two-dimensional view factors and by Monte Carlo.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial.distance import cdist
from scipy.stats import norm


def flux_ratio(K, S):
    return K / (K + S - K * S)


def trench_network(top, bottom, depth, n_wall=300, n_floor=80):
    """Strip lengths and symmetric exchange lengths by the crossed-string rule.
    Strip order: left wall, floor, right wall, opening (last strip)."""
    down = np.linspace(0, -depth, n_wall + 1)
    half = np.linspace(top / 2, bottom / 2, n_wall + 1)
    left = np.column_stack((-half, down))
    floor_x = np.linspace(-bottom / 2, bottom / 2, n_floor + 1)
    floor = np.column_stack((floor_x, np.full(n_floor + 1, -depth)))
    right = np.column_stack((half, down))[::-1]
    points = np.vstack((left, floor[1:], right[1:]))
    dist = cdist(points, points)
    next_row = np.roll(dist, -1, axis=0)
    next_col = np.roll(dist, -1, axis=1)
    next_both = np.roll(next_row, -1, axis=1)
    exchange = (dist + next_both - next_row - next_col) / 2
    np.fill_diagonal(exchange, 0.0)
    lengths = np.linalg.norm(np.roll(points, -1, axis=0) - points, axis=1)
    assert np.allclose(exchange.sum(axis=1), lengths, atol=1e-10)
    return lengths, exchange, slice(n_wall, n_wall + n_floor)


def strip_fluxes(network, floor_loss, wall_loss=0.0, source="opening"):
    """Impinging flux on every strip for unit flux emitted by the source."""
    lengths, exchange, floor = network
    loss = np.full(len(lengths), wall_loss)
    loss[floor] = floor_loss
    loss[-1] = 1.0
    emitted = np.zeros(len(lengths))
    if source == "opening":
        emitted[-1] = 1.0
    else:
        emitted[floor] = 1.0
    matrix = np.diag(lengths) - exchange * (1 - loss)[None, :]
    return np.linalg.solve(matrix, exchange @ emitted)


def floor_flux(network, floor_loss, wall_loss=0.0):
    return strip_fluxes(network, floor_loss, wall_loss)[network[2]]


def monte_carlo(aspect, floor_loss, wall_loss, count, rng):
    """Mean floor impacts per entering molecule and its standard error.
    Width is 1; y is depth. The cosine law makes the in-plane sine uniform."""
    hits = np.zeros(count)
    ids = np.arange(count)
    x, y = rng.random(count), np.zeros(count)
    dx = rng.uniform(-1, 1, count)
    dy = np.sqrt(1 - dx**2)
    while len(ids):
        to_wall = np.where(dx > 0, 1 - x, x) / np.abs(dx)
        to_end = np.where(dy > 0, aspect - y, y) / np.abs(dy)
        on_wall = to_wall < to_end
        on_floor = ~on_wall & (dy > 0)
        hits[ids[on_floor]] += 1
        new_x = np.where(on_wall, np.where(dx > 0, 1.0, 0.0), x + dx * to_end)
        new_y = np.where(on_wall, y + dy * to_wall, aspect)
        tangent = rng.uniform(-1, 1, len(ids))
        normal = np.sqrt(1 - tangent**2)
        new_dx = np.where(on_wall, np.where(dx > 0, -normal, normal), tangent)
        new_dy = np.where(on_wall, tangent, -normal)
        loss = np.where(on_wall, wall_loss, floor_loss)
        keep = (on_wall | on_floor) & (rng.random(len(ids)) >= loss)
        ids, x, y = ids[keep], new_x[keep], new_y[keep]
        dx, dy = new_dx[keep], new_dy[keep]
    return hits.mean(), hits.std(ddof=1) / np.sqrt(count)


# Example inputs: round values for ion-assisted oxygen etching of a polymer
width_nm, depth_nm = 100.0, 300.0
aspect = depth_nm / width_nm
S = 0.30
temperature = 300.0                 # K
total_mtorr, oxygen_mtorr = 10.0, 0.20
carbon_density = 5.0e22             # atoms per cm3
oxygen_mass_u = 15.999
collision_diameter_nm = 0.35
wall_losses = (0.01, 0.05)
ion_flux = 1.0e16                   # per cm2 per s
oxygen_per_ion = 6.0                # adsorbed O removed per ion at full coverage
ion_energy_ev, ion_transverse_ev = 200.0, 0.05

# Uniform floor: formula and reciprocity, straight and tapered trench
for bottom in (1.0, 0.7):
    uniform = trench_network(1.0, bottom, aspect, n_floor=1)
    K_down = floor_flux(uniform, 1.0).mean() * bottom
    K_up = strip_fluxes(uniform, 1.0, source="floor")[-1] / bottom
    assert abs(K_down - bottom * K_up) < 1e-10
    for trial_S in (0.02, 0.3, 0.8):
        solved = floor_flux(uniform, trial_S).mean()
        assert abs(solved - flux_ratio(K_up, trial_S)) < 1e-10
taper_down, taper_up = K_down, K_up
taper_ratio = floor_flux(uniform, S).mean()

# Resolved floor: upper bound and estimate of the gap
table = []
for trial_aspect in (1.0, 3.0, 5.0, 10.0):
    network = trench_network(1.0, 1.0, trial_aspect)
    escape = floor_flux(network, 1.0)
    trial_K = escape.mean()
    for trial_S in (0.05, 0.3, 0.7):
        gap = flux_ratio(trial_K, trial_S) - floor_flux(network, trial_S).mean()
        denominator = trial_K + trial_S - trial_K * trial_S
        estimate = trial_S * (1 - trial_S) * escape.var() / denominator**2
        assert gap > 0
        # The estimate omits repeated returns of the nonuniform part.
        assert abs(gap / estimate - 1) < 0.25
    resolved = floor_flux(network, S).mean()
    table.append((trial_aspect, trial_K, flux_ratio(trial_K, S), resolved))

network = trench_network(1.0, 1.0, aspect)
escape = floor_flux(network, 1.0)
K = escape.mean()
ratio = flux_ratio(K, S)
resolved_profile = floor_flux(network, S)
resolved = resolved_profile.mean()
gap_estimate = S * (1 - S) * escape.var() / (K + S - K * S) ** 2
coarse = trench_network(1.0, 1.0, aspect, n_wall=150, n_floor=40)
grid_change = abs(floor_flux(coarse, 1.0).mean() - K)
assert grid_change < 2e-4
wall_results = [floor_flux(network, S, loss).mean() for loss in wall_losses]

# Molecules followed one by one; five standard errors plus the grid error
rng = np.random.default_rng(2718)
mc_K, err_K = monte_carlo(aspect, 1.0, 0.0, 500000, rng)
mc_ratio, err_ratio = monte_carlo(aspect, S, 0.0, 500000, rng)
mc_wall, err_wall = monte_carlo(aspect, S, wall_losses[1], 500000, rng)
assert abs(mc_K - K) < 5 * err_K + 2e-4
assert abs(mc_ratio - resolved) < 5 * err_ratio + 2e-4
assert abs(mc_wall - wall_results[1]) < 5 * err_wall + 2e-4

# Open-surface flux and etch rates
pascal_per_mtorr = const.torr / 1000
thermal_energy = const.k * temperature
mass = oxygen_mass_u * const.atomic_mass
pressure = oxygen_mtorr * pascal_per_mtorr
flux_m2 = pressure / np.sqrt(2 * np.pi * mass * thermal_energy)
one_way = quad(lambda u: u * norm.pdf(u), 0, np.inf)[0]
flux_direct = pressure / thermal_energy * np.sqrt(thermal_energy / mass) * one_way
assert abs(flux_m2 / flux_direct - 1) < 1e-8
flux = flux_m2 / 1e4
open_rate = S * flux / carbon_density * 1e7 * 60
floor_rate = open_rate * ratio

# Gas collisions and ion angular spread
diameter = collision_diameter_nm * 1e-9
total_pressure = total_mtorr * pascal_per_mtorr
free_path = thermal_energy / (np.sqrt(2) * np.pi * diameter**2 * total_pressure)
knudsen = free_path / (width_nm * 1e-9)
assert knudsen > 100
quantiles = norm.ppf((np.arange(20000) + 0.5) / 20000)
slope_spread = np.sqrt(ion_transverse_ev / (2 * ion_energy_ev))
ion_loss = np.minimum(1, aspect * slope_spread * np.abs(quantiles)).mean()

# Coverage-dependent reaction probability, with S fixed on the open surface
removal = oxygen_per_ion * ion_flux
open_coverage = S * flux / removal
assert 0 < open_coverage < 1
bare_sticking = S / (1 - open_coverage)
assert bare_sticking <= 1


def site_balance(coverage):
    local_S = bare_sticking * (1 - coverage)
    return local_S * flux_ratio(K, local_S) * flux - removal * coverage


floor_coverage = brentq(site_balance, 0, 1 - 1e-9)
floor_S = bare_sticking * (1 - floor_coverage)
coverage_flux_ratio = flux_ratio(K, floor_S)
coverage_rate_ratio = floor_S * coverage_flux_ratio / S
assert floor_S > S and coverage_rate_ratio > ratio

print(f"Trench width, depth: {width_nm:.0f} nm, {depth_nm:.0f} nm")
print(f"Aspect ratio: {aspect:.1f} (no unit)")
print(f"Reaction probability S: {S:.2f} (no unit)")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Total, atomic-O pressure: {total_mtorr:.1f}, {oxygen_mtorr:.2f} mTorr")
print(f"Oxygen atom mass: {oxygen_mass_u:.3f} u")
print(f"Carbon density: {carbon_density:.1e} cm^-3")
print(f"Transmission K: {K:.4f} (no unit)")
print(f"Change of K on halving strip number: {grid_change:.1e} (no unit)")
print(f"Monte Carlo K: {mc_K:.4f} +/- {err_K:.4f} (no unit)")
print(f"Denominator K+S-KS: {K + S - K * S:.4f} (no unit)")
print(f"Return factor (1-K)(1-S): {(1 - K) * (1 - S):.4f} (no unit)")
print(f"Formula flux ratio: {ratio:.4f} (no unit)")
print(f"Resolved-floor flux ratio: {resolved:.4f} (no unit)")
print(f"Monte Carlo flux ratio: {mc_ratio:.4f} +/- {err_ratio:.4f} (no unit)")
print(f"Open-surface O flux: {flux:.3e} cm^-2 s^-1")
print(f"Open-surface etch rate: {open_rate:.1f} nm/min")
print(f"Floor etch rate by formula: {floor_rate:.1f} nm/min")
print("Table at the same S (no units):")
for a, k, f, r in table:
    print(f" aspect {a:4.1f}: K {k:.4f}, formula {f:.4f}, resolved {r:.4f}")
print("Tapered trench, floor width / opening width = 0.7 (no units):")
print(f" K down {taper_down:.4f}, K up {taper_up:.4f}")
print(f" uniform-floor flux ratio {taper_ratio:.4f}")
print("Neglected effects, each sized separately:")
print(f" Variance of local escape probability: {escape.var():.3e} (no unit)")
print(f" Floor gap, solved: {ratio - resolved:.3e} (no unit)")
print(f" Floor gap, estimated: {gap_estimate:.3e} (no unit)")
print(f" Flux ratio at floor corner strip: {resolved_profile[0]:.4f} (no unit)")
middle = resolved_profile[len(resolved_profile) // 2]
print(f" Flux ratio at floor centre strip: {middle:.4f} (no unit)")
for loss, result in zip(wall_losses, wall_results):
    change = 100 * (result / resolved - 1)
    print(f" Wall loss {loss:.2f}: flux ratio {result:.4f}, change {change:.1f} %")
print(f" Monte Carlo, wall loss {wall_losses[1]:.2f}: "
      f"{mc_wall:.4f} +/- {err_wall:.4f} (no unit)")
print(f" Collision diameter: {collision_diameter_nm:.2f} nm")
print(f" Mean free path: {free_path * 1e3:.2f} mm")
print(f" Mean free path / trench width: {knudsen:.2e} (no unit)")
print(f" Ion energy, transverse temperature: {ion_energy_ev:.0f}, "
      f"{ion_transverse_ev:.2f} eV")
print(f" Ions lost to side walls: {100 * ion_loss:.1f} %")
print(f" Ion flux: {ion_flux:.1e} cm^-2 s^-1")
print(f" O removed per ion at full coverage: {oxygen_per_ion:.1f} (no unit)")
print(f" Bare-surface sticking: {bare_sticking:.3f} (no unit)")
print(f" Coverage, open and floor: {open_coverage:.3f}, "
      f"{floor_coverage:.3f} (no unit)")
print(f" Floor S with coverage: {floor_S:.3f} (no unit)")
print(f" Flux ratio with coverage: {coverage_flux_ratio:.4f} (no unit)")
print(f" Etch-rate ratio with coverage: {coverage_rate_ratio:.4f} (no unit)")
print(f" Its change from formula: {100 * (coverage_rate_ratio / ratio - 1):.1f} %")
print("verified")
```

Running it gives:

```
Trench width, depth: 100 nm, 300 nm
Aspect ratio: 3.0 (no unit)
Reaction probability S: 0.30 (no unit)
Gas temperature: 300 K
Total, atomic-O pressure: 10.0, 0.20 mTorr
Oxygen atom mass: 15.999 u
Carbon density: 5.0e+22 cm^-3
Transmission K: 0.4572 (no unit)
Change of K on halving strip number: 6.6e-06 (no unit)
Monte Carlo K: 0.4571 +/- 0.0007 (no unit)
Denominator K+S-KS: 0.6200 (no unit)
Return factor (1-K)(1-S): 0.3800 (no unit)
Formula flux ratio: 0.7373 (no unit)
Resolved-floor flux ratio: 0.7371 (no unit)
Monte Carlo flux ratio: 0.7353 +/- 0.0015 (no unit)
Open-surface O flux: 1.014e+17 cm^-2 s^-1
Open-surface etch rate: 365.1 nm/min
Floor etch rate by formula: 269.2 nm/min
Table at the same S (no units):
 aspect  1.0: K 0.6844, formula 0.8785, resolved 0.8780
 aspect  3.0: K 0.4572, formula 0.7373, resolved 0.7371
 aspect  5.0: K 0.3564, formula 0.6486, resolved 0.6485
 aspect 10.0: K 0.2406, formula 0.5136, resolved 0.5135
Tapered trench, floor width / opening width = 0.7 (no units):
 K down 0.3481, K up 0.4973
 uniform-floor flux ratio 0.7673
Neglected effects, each sized separately:
 Variance of local escape probability: 3.782e-04 (no unit)
 Floor gap, solved: 2.196e-04 (no unit)
 Floor gap, estimated: 2.066e-04 (no unit)
 Flux ratio at floor corner strip: 0.7110 (no unit)
 Flux ratio at floor centre strip: 0.7472 (no unit)
 Wall loss 0.01: flux ratio 0.7036, change -4.5 %
 Wall loss 0.05: flux ratio 0.5956, change -19.2 %
 Monte Carlo, wall loss 0.05: 0.5939 +/- 0.0013 (no unit)
 Collision diameter: 0.35 nm
 Mean free path: 5.71 mm
 Mean free path / trench width: 5.71e+04 (no unit)
 Ion energy, transverse temperature: 200, 0.05 eV
 Ions lost to side walls: 2.7 %
 Ion flux: 1.0e+16 cm^-2 s^-1
 O removed per ion at full coverage: 6.0 (no unit)
 Bare-surface sticking: 0.609 (no unit)
 Coverage, open and floor: 0.507, 0.420 (no unit)
 Floor S with coverage: 0.353 (no unit)
 Flux ratio with coverage: 0.7047 (no unit)
 Etch-rate ratio with coverage: 0.8288 (no unit)
 Its change from formula: 12.4 %
verified
```
